# Iron's Curie Temperature Does Not Mark the Collapse of Exchange Splitting: test program

```python
# Result under test: in an iron-like bcc d band the Stoner temperature, where
# the exchange splitting vanishes, lies far above the temperature at which
# directional disorder of surviving moments removes the magnetization.
# Symbols: delta = exchange splitting (eV), stoner_i = exchange parameter (eV),
# m = moment per atom (Bohr magnetons), kt = thermal energy (eV).
# Free energy per atom: F = F_band(delta) + delta^2/(4 stoner_i).
# Lengths are in units of the cubic lattice constant.
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = k_joule / e_charge
ELECTRONS = 7.0
TARGET_M = 2.2
SCALE = 0.12
T_LOW, T_EL = 300.0, 1000.0

# Hopping matrices from projectors on angular momentum along the bond
mz = np.arange(2, -3, -1)
lz = np.diag(mz).astype(complex)
lplus = np.zeros((5, 5), complex)
for col in range(1, 5):
    lplus[col - 1, col] = np.sqrt(6 - mz[col] * (mz[col] + 1))
lx = (lplus + lplus.conj().T) / 2
ly = (lplus - lplus.conj().T) / 2j
one5 = np.eye(5)
R_NN = np.sqrt(3) / 2


def hopping(bond):
    length = np.linalg.norm(bond)
    u = np.array(bond) / length
    lu = u[0] * lx + u[1] * ly + u[2] * lz
    a = lu @ lu
    p0 = (a - one5) @ (a - 4 * one5) / 4
    p1 = -a @ (a - 4 * one5) / 3
    p2 = a @ (a - one5) / 12
    return SCALE * (R_NN / length) ** 5 * (-6 * p0 + 4 * p1 - p2)


shell1 = [np.array(s) / 2 for s in itertools.product((-1, 1), repeat=3)]
shell2 = [s * np.eye(3)[i] for i in range(3) for s in (-1, 1)]
shell3 = [np.array(v, float) for v in itertools.product((-1, 0, 1), repeat=3)
          if np.abs(v).sum() == 2]
bonds = np.array(shell1 + shell2)
hops = np.array([hopping(b) for b in bonds])

# Slater-Koster xy-xy element for a general direction
u = np.array([0.36, 0.48, 0.80])
xy = np.array([1, 0, 0, 0, -1]) / np.sqrt(2)
l2m2 = (u[0] * u[1]) ** 2
sk = (3 * l2m2 * -6 + (u[0]**2 + u[1]**2 - 4 * l2m2) * 4
      + (u[2]**2 + l2m2) * -1) * SCALE
assert abs((xy @ hopping(u * R_NN) @ xy).real - sk) < 1e-12


def h_bloch(k):
    return np.einsum('...r,rab->...ab', np.cos(k @ bonds.T), hops)


cell = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
recip = 2 * np.pi * np.linalg.inv(cell).T


def mesh_h(n):
    idx = np.stack(np.meshgrid(*[np.arange(n)] * 3, indexing='ij'), -1)
    return h_bloch(((idx + 0.5) / n) @ recip)


def fermi_level(levels, number, kt):
    return brentq(lambda mu: expit((mu - levels) / kt).sum() - number,
                  levels.min() - 8, levels.max() + 8)


def band_f(levels, cells, kt):
    levels = np.ravel(levels)
    mu = fermi_level(levels, ELECTRONS * cells, kt)
    grand = -kt * np.logaddexp(0, (mu - levels) / kt).sum()
    return (mu * ELECTRONS * cells + grand) / cells


def split(eps, delta):
    return np.concatenate((eps - delta / 2, eps + delta / 2))


def moment(eps, cells, delta, kt):
    mu = fermi_level(split(eps, delta), ELECTRONS * cells, kt)
    return (expit((mu - eps + delta / 2) / kt)
            - expit((mu - eps - delta / 2) / kt)).sum() / cells


# Uniform (Stoner) states on a dense mesh
ND = 20
cells_d = ND**3
eps_d = np.linalg.eigvalsh(mesh_h(ND)).ravel()
kt_low, kt_el = KB * T_LOW, KB * T_EL
mu_up = fermi_level(eps_d, (ELECTRONS + TARGET_M) / 2 * cells_d, kt_low)
mu_dn = fermi_level(eps_d, (ELECTRONS - TARGET_M) / 2 * cells_d, kt_low)
delta0 = mu_up - mu_dn
stoner_i = delta0 / TARGET_M


def uniform_f(eps, cells, delta, kt):
    return band_f(split(eps, delta), cells, kt) + delta**2 / (4 * stoner_i)


scan = np.linspace(0, 5, 26)
scan_f = [uniform_f(eps_d, cells_d, d, kt_low) for d in scan]
best = scan[int(np.argmin(scan_f))]
fine = minimize_scalar(lambda d: uniform_f(eps_d, cells_d, d, kt_low),
                       bounds=(max(best - 0.2, 0), best + 0.2),
                       method='bounded', options={'xatol': 1e-4})
assert abs(fine.x / stoner_i - TARGET_M) < 0.02


def stoner_delta(eps, cells, kt):
    def gap(d):
        return moment(eps, cells, d, kt) - d / stoner_i
    return brentq(gap, 0.02, 6, xtol=1e-7) if gap(0.02) > 0 else 0.0


def kernel(temp):
    kt = KB * temp
    mu = fermi_level(eps_d, ELECTRONS / 2 * cells_d, kt)
    f = expit((mu - eps_d) / kt)
    return stoner_i * (f * (1 - f)).sum() / (kt * cells_d)


t_stoner = brentq(lambda t: kernel(t) - 1, 500, 30000, xtol=0.01)
m_below = stoner_delta(eps_d, cells_d, KB * 0.97 * t_stoner) / stoner_i
assert m_below > 0.1
for d in np.linspace(0.05, 4, 9):
    assert moment(eps_d, cells_d, d, KB * 1.03 * t_stoner) < d / stoner_i

delta_fm = stoner_delta(eps_d, cells_d, kt_el)
m_fm = delta_fm / stoner_i
m_half = stoner_delta(eps_d, cells_d, KB * t_stoner / 2) / stoner_i
f_fm = uniform_f(eps_d, cells_d, delta_fm, kt_el)
collapse = uniform_f(eps_d, cells_d, 0.0, kt_el) - f_fm
assert collapse > 0


def collapse_at(temp):
    d = stoner_delta(eps_d, cells_d, KB * temp)
    return (uniform_f(eps_d, cells_d, 0.0, KB * temp)
            - uniform_f(eps_d, cells_d, d, KB * temp))


entropy_gain = -(collapse_at(1100) - collapse_at(900)) / 200 / KB

# Amplitude optimization shared by spirals and random cells
amps = delta_fm * np.array([0.4, 0.6, 0.8, 1.0, 1.2])


def optimum(f_zero, f_values):
    x = np.concatenate(([0.0], amps))
    curve = CubicSpline(x, np.concatenate(([f_zero], f_values)),
                        bc_type=((1, 0.0), 'not-a-knot'))
    grid = np.linspace(0, amps[-1], 4001)
    pos = int(np.argmin(curve(grid)))
    assert pos < len(grid) - 1
    return grid[pos], float(curve(grid[pos]))


def spiral_levels(h_k, h_kq, delta):
    h = np.zeros(h_k.shape[:-2] + (10, 10), complex)
    h[..., :5, :5] = h_k
    h[..., 5:, 5:] = h_kq
    h[..., :5, 5:] = h[..., 5:, :5] = -delta / 2 * one5
    return np.linalg.eigvalsh(h)


# Planar spirals on a 4x4x4 mesh of wave vectors, grouped by cubic symmetry
NS = 12
cells_s = NS**3
h_s = mesh_h(NS)
eps_s = np.linalg.eigvalsh(h_s).ravel()
f_zero_s = uniform_f(eps_s, cells_s, 0.0, kt_el)
d_s = stoner_delta(eps_s, cells_s, kt_el)
f_fm_s = uniform_f(eps_s, cells_s, d_s, kt_el)
assert abs((f_zero_s - f_fm_s) - collapse) < 0.01  # k-mesh error
check = band_f(spiral_levels(h_s, h_s, d_s), cells_s, kt_el)
assert abs(check + d_s**2 / (4 * stoner_i) - f_fm_s) < 1e-8

classes = {}
for idx in itertools.product(range(4), repeat=3):
    q = np.array(idx) / 4 @ recip
    key = tuple(round(float(np.cos(np.array(s) @ q).sum()), 6) + 0.0
                for s in (shell1, shell2, shell3))
    classes.setdefault(key, []).append(idx)
spiral_cost, spiral_m, weights = [], [], []
for members in classes.values():
    idx = members[0]
    weights.append(len(members) / 64)
    if idx == (0, 0, 0):
        spiral_cost.append(0.0)
        spiral_m.append(d_s / stoner_i)
        continue
    h_q = np.roll(h_s, [-i * NS // 4 for i in idx], axis=(0, 1, 2))
    vals = [band_f(spiral_levels(h_s, h_q, d), cells_s, kt_el)
            + d**2 / (4 * stoner_i) for d in amps]
    d_opt, f_opt = optimum(f_zero_s, vals)
    spiral_cost.append(f_opt - f_fm_s)
    spiral_m.append(d_opt / stoner_i)
j0_spiral = float(np.dot(weights, spiral_cost))
lowest_spiral = min(c for c in spiral_cost if c != 0.0)
assert lowest_spiral > 0

# Supercell of 2x2x2 cubic cells, 16 atoms
sites = np.array([np.array(c) + b for c in itertools.product(range(2), repeat=3)
                  for b in (0.0, 0.5)])
lookup = {tuple(np.rint(2 * p).astype(int) % 4): i for i, p in enumerate(sites)}


def neighbour(i, bond):
    return lookup[tuple(np.rint(2 * (sites[i] + bond)).astype(int) % 4)]


def h_super(kpts):
    h = np.zeros((len(kpts), 16, 5, 16, 5), complex)
    for bond, v in zip(bonds, hops):
        phase = np.exp(1j * kpts @ bond)[:, None, None]
        for i in range(16):
            h[:, i, :, neighbour(i, bond), :] += phase * v
    return h.reshape(len(kpts), 80, 80)


def add_field(h0, dirs, delta):
    ex, ey, ez = np.repeat(dirs, 5, axis=0).T
    h = np.zeros((len(h0), 160, 160), complex)
    h[:, :80, :80] = h0 - delta / 2 * np.diag(ez)
    h[:, 80:, 80:] = h0 + delta / 2 * np.diag(ez)
    h[:, :80, 80:] = -delta / 2 * np.diag(ex - 1j * ey)
    h[:, 80:, :80] = -delta / 2 * np.diag(ex + 1j * ey)
    return h


# A 90-degree spiral: real-space cell against folded spiral blocks
k_test = np.array([0.31, 0.17, 0.53])
q_test = np.array([np.pi, 0, 0])
angle = sites @ q_test
dirs = np.stack((np.cos(angle), np.sin(angle), 0 * angle), 1)
direct = np.linalg.eigvalsh(add_field(h_super(k_test[None]), dirs, delta_fm))[0]
folded_k = k_test + np.pi * np.array(list(itertools.product(range(4), repeat=3)))
folded = np.sort(spiral_levels(h_bloch(folded_k), h_bloch(folded_k + q_test),
                               delta_fm).ravel())[::4]
assert np.max(np.abs(direct - folded)) < 1e-9

# Nearly uncorrelated directions chosen from random draws
rng = np.random.default_rng(7)
draws = rng.normal(size=(4000, 16, 3))
draws /= np.linalg.norm(draws, axis=2, keepdims=True)
pair_maps = []
for shell in (shell1, shell2, shell3):
    s = np.zeros((16, 16))
    for i in range(16):
        for b in shell:
            s[i, neighbour(i, b)] += 1
    pair_maps.append(s / (16 * len(shell)))


def correlations(d):
    return np.array([np.sum((s @ d) * d, axis=(-2, -1)) for s in pair_maps])


score = np.abs(correlations(draws)).max(axis=0)
chosen = draws[np.argsort(score)[:2]]
worst_corr = float(np.sort(score)[1])

k_super = np.pi * (np.array(list(itertools.product(range(3), repeat=3))) + .5) / 3
h0_super = h_super(k_super)
cells_r = 16 * len(k_super)
eps_r = np.linalg.eigvalsh(h0_super).ravel()
f_zero_r = uniform_f(eps_r, cells_r, 0.0, kt_el)
mesh_error = uniform_f(eps_r, cells_r, delta_fm, kt_el) - f_fm
assert abs(mesh_error) < 0.03  # coarse supercell k mesh


def cell_band_f(d, delta):
    return band_f(np.linalg.eigvalsh(add_field(h0_super, d, delta)),
                  cells_r, kt_el)


def cell_optimum(d):
    vals = [cell_band_f(d, a) + a**2 / (4 * stoner_i) for a in amps]
    return optimum(f_zero_r, vals)


def half_angles(d):
    theta = np.arccos(d[:, 2]) / 2
    phi = np.arctan2(d[:, 1], d[:, 0])
    return np.stack((np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)), 1)


random_opt = [cell_optimum(d) for d in chosen]
partial_dirs = [half_angles(d) for d in chosen]
partial_opt = [cell_optimum(d) for d in partial_dirs]
costs = np.array([f for _, f in random_opt]) - f_fm
disorder = float(costs.mean())
partial_cost = float(np.mean([f for _, f in partial_opt]) - f_fm)
m_dis = float(np.mean([d for d, _ in random_opt]) / stoner_i)
corr_dis = float(np.mean([correlations(d)[0] for d in chosen]))
corr_part = float(np.mean([correlations(d)[0] for d in partial_dirs]))
order_part = float(np.mean([np.linalg.norm(d.mean(0)) for d in partial_dirs]))
j0_secant = (disorder - partial_cost) / (corr_part - corr_dis)

# Local moments and charges from eigenvectors in the first random cell
d_one = random_opt[0][0]
levels, vec = np.linalg.eigh(add_field(h0_super, chosen[0], d_one))
mu = fermi_level(levels.ravel(), ELECTRONS * cells_r, kt_el)
occ = expit((mu - levels) / kt_el)[:, None, None, :]
up = vec[:, :80, :].reshape(-1, 16, 5, 160)
dn = vec[:, 80:, :].reshape(-1, 16, 5, 160)
nk = len(k_super)
n_up = (occ * np.abs(up)**2).sum(axis=(0, 2, 3)) / nk
n_dn = (occ * np.abs(dn)**2).sum(axis=(0, 2, 3)) / nk
flip = (occ * up.conj() * dn).sum(axis=(0, 2, 3)) / nk
site_vec = np.stack((2 * flip.real, 2 * flip.imag, n_up - n_dn), 1)
site_m = np.sum(site_vec * chosen[0], axis=1)
charge_rms = float(np.std(n_up + n_dn))
step = 0.02
slope = (cell_band_f(chosen[0], d_one + step)
         - cell_band_f(chosen[0], d_one - step)) / (2 * step)
assert abs(site_m.mean() + 2 * slope) < 2e-3
assert abs(site_m.mean() - d_one / stoner_i) < 0.1  # amplitude interpolation
assert m_dis > 0.5 * m_fm
assert 0 < disorder < collapse


# Mean-field transition of classical moments, checked by angular quadrature
def mean_cos(x):
    top = quad(lambda c: c * np.exp(x * c), -1, 1)[0]
    return top / quad(lambda c: np.exp(x * c), -1, 1)[0]


t_random = 2 * disorder / (3 * KB)
t_spiral = 2 * j0_spiral / (3 * KB)
t_secant = 2 * j0_secant / (3 * KB)
small = 0.02
t_quad = brentq(lambda t: mean_cos(2 * disorder * small / (KB * t)) - small,
                0.5 * t_random, 2 * t_random)
assert abs(t_quad / t_random - 1) < 1e-3
assert t_stoner > 1.5 * max(t_random, t_spiral)


def show(label, value, unit='', digits=3):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('Input hopping scale', SCALE, 'eV', 2)
show('Nearest-neighbour dd-sigma', -6 * SCALE, 'eV', 2)
show('Nearest-neighbour dd-pi', 4 * SCALE, 'eV', 2)
show('Nearest-neighbour dd-delta', -SCALE, 'eV', 2)
show('Second-shell hopping factor', R_NN**5)
show('Input d electrons per atom', ELECTRONS, '', 1)
show('Input moment at 300 K', TARGET_M, 'Bohr magnetons', 1)
show('Unsplit d-band width', np.ptp(eps_d), 'eV', 2)
show('Exchange splitting at 300 K', delta0, 'eV')
show('Stoner parameter I', stoner_i, 'eV')
show('Stoner product I*N at 300 K', kernel(300))
show('Stoner product I*N at 1000 K', kernel(1000))
show('Stoner Curie temperature', t_stoner, 'K', 0)
show('Thermal energy at Stoner temperature', KB * t_stoner, 'eV')
show('Stoner moment at 1000 K', m_fm, 'Bohr magnetons')
show('Stoner moment at half Stoner temperature', m_half, 'Bohr magnetons')
show('Stoner moment at 0.97 Stoner temperature', m_below, 'Bohr magnetons')
print('The following free energies are at electronic temperature 1000 K')
show('Collapse free energy per atom', 1000 * collapse, 'meV', 1)
show('Entropy gained by collapse per atom', entropy_gain, 'k_B')
show('Gauge of direction entropy ln(m+1)', np.log(m_fm + 1), 'k_B')
print('Spiral classes (weight, cost in meV per atom, moment in Bohr magnetons):')
for w, c, m in sorted(zip(weights, spiral_cost, spiral_m), key=lambda t: t[1]):
    print(f'  {w:.4f}  {1000 * c:.1f}  {m:.2f}')
show('J0 from spiral average', 1000 * j0_spiral, 'meV', 1)
show('Largest pair correlation in random cells', worst_corr)
show('Random cell 1 cost per atom', 1000 * costs[0], 'meV', 1)
show('Random cell 2 cost per atom', 1000 * costs[1], 'meV', 1)
show('Mean disorder cost per atom', 1000 * disorder, 'meV', 1)
show('Ratio collapse cost / disorder cost', collapse / disorder, '', 2)
show('Supercell k-mesh error, ferromagnet', 1000 * mesh_error, 'meV', 1)
show('Mean moment in disorder', m_dis, 'Bohr magnetons')
show('Smallest local moment, cell 1', site_m.min(), 'Bohr magnetons')
show('Largest local moment, cell 1', site_m.max(), 'Bohr magnetons')
show('Rms site charge variation, cell 1', charge_rms, 'electrons')
show('Order parameter of partly ordered cells', order_part)
show('Neighbour correlation, partly ordered', corr_part)
show('Partly ordered cost per atom', 1000 * partial_cost, 'meV', 1)
show('J0 from disordered side', 1000 * j0_secant, 'meV', 1)
show('Transverse Curie temperature, random cells', t_random, 'K', 0)
show('Transverse Curie temperature, spirals', t_spiral, 'K', 0)
show('Transverse Curie temperature, disordered side', t_secant, 'K', 0)
show('Ratio Stoner / random-cell temperature', t_stoner / t_random, '', 2)
print('finished without a failed check')
```

Output:

```
Input hopping scale: 0.12 eV
Nearest-neighbour dd-sigma: -0.72 eV
Nearest-neighbour dd-pi: 0.48 eV
Nearest-neighbour dd-delta: -0.12 eV
Second-shell hopping factor: 0.487
Input d electrons per atom: 7.0
Input moment at 300 K: 2.2 Bohr magnetons
Unsplit d-band width: 5.73 eV
Exchange splitting at 300 K: 1.454 eV
Stoner parameter I: 0.661 eV
Stoner product I*N at 300 K: 2.260
Stoner product I*N at 1000 K: 1.696
Stoner Curie temperature: 3722 K
Thermal energy at Stoner temperature: 0.321 eV
Stoner moment at 1000 K: 2.165 Bohr magnetons
Stoner moment at half Stoner temperature: 2.034 Bohr magnetons
Stoner moment at 0.97 Stoner temperature: 0.610 Bohr magnetons
The following free energies are at electronic temperature 1000 K
Collapse free energy per atom: 179.8 meV
Entropy gained by collapse per atom: 0.936 k_B
Gauge of direction entropy ln(m+1): 1.152 k_B
Spiral classes (weight, cost in meV per atom, moment in Bohr magnetons):
  0.0156  0.0  2.17
  0.1875  24.5  2.19
  0.0938  67.0  2.06
  0.3750  98.6  1.80
  0.0938  103.1  1.70
  0.0312  103.3  1.77
  0.1875  147.2  1.46
  0.0156  182.2  0.00
J0 from spiral average: 91.2 meV
Largest pair correlation in random cells: 0.012
Random cell 1 cost per atom: 87.3 meV
Random cell 2 cost per atom: 86.6 meV
Mean disorder cost per atom: 87.0 meV
Ratio collapse cost / disorder cost: 2.07
Supercell k-mesh error, ferromagnet: -6.3 meV
Mean moment in disorder: 1.880 Bohr magnetons
Smallest local moment, cell 1: 1.841 Bohr magnetons
Largest local moment, cell 1: 1.938 Bohr magnetons
Rms site charge variation, cell 1: 0.065 electrons
Order parameter of partly ordered cells: 0.667
Neighbour correlation, partly ordered: 0.418
Partly ordered cost per atom: 41.6 meV
J0 from disordered side: 106.1 meV
Transverse Curie temperature, random cells: 673 K
Transverse Curie temperature, spirals: 705 K
Transverse Curie temperature, disordered side: 821 K
Ratio Stoner / random-cell temperature: 5.53
finished without a failed check
```
